# Splitting the four-point Bethe–Salpeter equation to recover Hedin's vertex and polarizability: a numerical check

```python
# RESULT UNDER TEST
# Four-point response: L = Lirr + Lirr v L, with Lirr = L0 + L0 K Lirr.
# K is the derivative of the self-energy beyond Hartree. One contraction of
# Lirr gives G Gamma G; two contractions give the irreducible polarizability P.
# G: Green function, Gamma: Hedin vertex, v: bare interaction, W: screened one.
# Thermal test: g = -i hbar G with its second time just later, on time slices;
# the slice width divided by hbar is included in potentials and interactions.
# Dimer example: one spin-polarized electron on two sites, Fock self-energy.
import numpy as np
from scipy.constants import hbar, e

inv = np.linalg.inv


def max_error(first, second):
    return float(np.max(np.abs(first - second)))


# ---------- thermal dimer with self-consistent GW ----------
thermal_energy = 0.8                      # eV
slices = 6
width = 1 / (thermal_energy * slices)     # 1/eV
site_h = np.array([[-0.5, -1.0], [-1.0, 0.0]])       # eV
thermal_v = np.array([[1.5, 0.5], [0.5, 1.5]])       # eV


def free_inverse(number, step_width):
    shift = np.diag(np.ones(number - 1), -1)
    shift[0, -1] = -1                     # fermionic antiperiodicity
    return (np.eye(2 * number) - np.kron(np.eye(number), step_width * site_h)
            - np.kron(shift.T, np.eye(2)))


# The slice construction must approach the Fermi-Dirac density matrix.
many = 400
fine_g = inv(free_inverse(many, 1 / (thermal_energy * many)))
levels, orbitals = np.linalg.eigh(site_h)
fermi = (orbitals / (np.exp(levels / thermal_energy) + 1)) @ orbitals.T
assert max_error(fine_g[:2, :2], fermi) < 1e-2

size = 2 * slices
identity = np.eye(size)
g0_inverse = free_inverse(slices, width)
v_slice = np.kron(np.eye(slices), width * thermal_v)


def screened(g):
    bubble = g * np.swapaxes(g, -1, -2)
    return inv(identity - v_slice @ bubble) @ v_slice


def solve_green(source, start, frozen_hartree=None):
    g = start.copy()
    for _ in range(600):
        if frozen_hartree is None:
            density = np.diagonal(g, axis1=-2, axis2=-1)
            hartree = density @ v_slice
        else:
            hartree = frozen_hartree
        hartree_matrix = hartree[..., None] * identity
        sigma = -screened(g) * g
        new = inv(g0_inverse - source - hartree_matrix - sigma)
        change = max_error(new, g)
        g = 0.8 * new + 0.2 * g
        if change < 1e-13:
            return g
    raise AssertionError("self-consistency was not reached")


g = solve_green(np.zeros((1, size, size)), inv(g0_inverse)[None])[0]
equilibrium_hartree = np.diag(g) @ v_slice
step = 1e-4
unit_sources = np.eye(size**2).reshape(-1, size, size)
sources = step * np.concatenate([unit_sources, -unit_sources])
start = np.broadcast_to(g, sources.shape)


def measured_response(frozen):
    solutions = solve_green(sources, start, frozen)
    plus, minus = np.split(solutions, 2)
    response = ((plus - minus) / (2 * step)).reshape(size**2, size**2).T
    return response, plus, minus


L_measured, _, _ = measured_response(None)
Lirr_measured, g_plus, g_minus = measured_response(equilibrium_hartree)

W = screened(g)
kernel_W = -np.diag(W.reshape(-1))
kernel_dW = -(np.einsum('ab,dc,ac,db->abcd', g, g, W, W)
              + np.einsum('ab,dc,ad,cb->abcd', g, g, W, W))
kernel = kernel_W + kernel_dW.reshape(size**2, size**2)
L0 = np.einsum('ac,db->abcd', g, g).reshape(size**2, size**2)
pair_identity = np.eye(size**2)
Lirr = np.linalg.solve(pair_identity - L0 @ kernel, L0)
Lirr_without_dW = np.linalg.solve(pair_identity - L0 @ kernel_W, L0)

local = np.arange(size) * (size + 1)
v_four = np.zeros((size**2, size**2))
v_four[np.ix_(local, local)] = v_slice
L_total = np.linalg.solve(pair_identity - L0 @ (kernel + v_four), L0)

error_irr = max_error(Lirr, Lirr_measured)
error_total = max_error(L_total, L_measured)
error_split = max_error(L_measured,
                        Lirr_measured + Lirr_measured @ v_four @ L_measured)
error_without_dW = max_error(Lirr_without_dW, Lirr_measured)
# Finite differences have cubic truncation and finite convergence error.
assert error_irr < 1e-6
assert error_total < 1e-6
assert error_split < 1e-6
assert error_without_dW > 100 * error_irr

# Measure the vertex from the inverse Green function, not from its equation.
vertex = -(inv(g_plus[local]) - inv(g_minus[local])) / (2 * step)
dressed_vertex = g @ vertex @ g
bare_vertex = unit_sources[local]
vertex_rhs = bare_vertex + (dressed_vertex.reshape(size, -1)
                            @ kernel.T).reshape(vertex.shape)
error_vertex = max_error(vertex, vertex_rhs)
error_contract = max_error(dressed_vertex.reshape(size, -1).T,
                           Lirr[:, local])
assert error_vertex < 1e-6
assert error_contract < 1e-6

P_measured = Lirr_measured[np.ix_(local, local)]
chi_measured = L_measured[np.ix_(local, local)]
P_vertex = np.diagonal(dressed_vertex, axis1=1, axis2=2).T
error_P = max_error(P_vertex, P_measured)
error_chi = max_error(chi_measured,
                      P_measured + P_measured @ v_slice @ chi_measured)
assert error_P < 1e-6 and error_chi < 1e-6
assert max_error(g * g.T, P_measured) > 1e-3


def static_11(response):
    blocks = response.reshape(slices, 2, slices, 2)
    return width * blocks[0, 0, :, 0].sum()


# ---------- one electron on a dimer, exact comparison ----------
hopping, onsite, intersite = 1.0, 2.5, 1.0             # eV
h = np.array([[0, -hopping], [-hopping, 0]])
v = np.array([[onsite, intersite], [intersite, onsite]])
rho = np.full((2, 2), 0.5)
h_mean = h + np.diag(v @ np.diag(rho)) - v * rho
hf_levels, hf_orbitals = np.linalg.eigh(h_mean)
assert max_error(np.outer(hf_orbitals[:, 0], hf_orbitals[:, 0]), rho) < 1e-12

# Exact Fock-space problem; Pauli exclusion is left to the operators.
lower = np.array([[0., 1.], [0., 0.]])
operators = [np.kron(lower, np.eye(2)),
             np.kron(np.diag([1., -1.]), lower)]
fock_h = np.zeros((4, 4))
for i, ci in enumerate(operators):
    for j, cj in enumerate(operators):
        fock_h += h[i, j] * ci.T @ cj
        fock_h += 0.5 * v[i, j] * ci.T @ cj.T @ cj @ ci
energies, states = np.linalg.eigh(fock_h)
ground = states[:, 0]
numbers = [c.T @ c for c in operators]
assert abs(ground @ sum(numbers) @ ground - 1) < 1e-12
exact_removal = energies[0] - fock_h[0, 0]
exact_addition = fock_h[3, 3] - energies[0]
assert max_error(hf_levels, np.array([exact_removal, exact_addition])) < 1e-12

# A neutral excitation keeps the electron number, so the empty and the
# doubly occupied dimer are excluded from the excitation energy.
one_electron = np.flatnonzero(np.isclose(np.diag(sum(numbers)), 1))
sector_energies = np.linalg.eigvalsh(fock_h[np.ix_(one_electron,
                                                   one_electron)])
exact_excitation = sector_energies[1] - sector_energies[0]


def exact_chi(y):
    amplitudes = np.array([states.T @ n @ ground for n in numbers])[:, 1:]
    gaps = energies[1:] - energies[0]
    return (amplitudes * (-2 * gaps / (y**2 + gaps**2))) @ amplitudes.T


def bubble_four(y):
    points = 2000
    angle = -np.pi / 2 + (np.arange(points) + 0.5) * np.pi / points
    x = np.tan(angle)
    weights = np.pi / points / np.cos(angle)**2 / (2 * np.pi)
    middle = hf_levels.mean()

    def green(frequency):
        z = 1j * frequency + middle
        return inv(z[:, None, None] * np.eye(2) - h_mean)

    return np.einsum('x,xik,xlj->ijkl', weights, green(x + y),
                     green(x)).reshape(4, 4)


def dimer_response(y):
    pair_L0 = bubble_four(y)
    fock_kernel = -np.diag(v.reshape(-1))
    bare = np.eye(4)[:, [0, 3]]
    gamma = np.linalg.solve(np.eye(4) - fock_kernel @ pair_L0, bare)
    polarizability = (pair_L0 @ gamma)[[0, 3]]
    chi = np.linalg.solve(np.eye(2) - polarizability @ v, polarizability)
    return pair_L0[np.ix_([0, 3], [0, 3])], gamma, polarizability, chi


pattern = np.array([[1, -1], [-1, 1]])
for y in (0.5, 1.0, 3.0):
    P0_y, gamma_y, P_y, chi_y = dimer_response(y)
    chi_exact = exact_chi(y)
    P_exact = np.linalg.solve(np.eye(2) + chi_exact @ v, chi_exact)
    assert max_error(chi_y, chi_exact) < 1e-9
    assert max_error(P_y, P_exact) < 1e-9
    gap = 2 * hopping + intersite
    assert max_error(P0_y, -gap / 2 / (y**2 + gap**2) * pattern) < 1e-9
    irr_square = 2 * hopping * (2 * hopping - onsite + intersite)
    assert max_error(P_y, -hopping / (y**2 + irr_square) * pattern) < 1e-9


def squared_pole(local_v, update_fock, update_hartree):
    interaction = np.array([[local_v, intersite], [intersite, local_v]])

    def motion(density):
        h_density = density if update_hartree else rho
        f_density = density if update_fock else rho
        field = (h + np.diag(interaction @ np.diag(h_density))
                 - interaction * f_density)
        return field @ density - density @ field

    columns = []
    for direction in np.eye(4).reshape(4, 2, 2):
        columns.append(((motion(rho + direction)
                         - motion(rho - direction)) / 2).reshape(-1))
    eigenvalues = np.linalg.eigvals(np.array(columns).T)
    return float((eigenvalues[np.argmax(np.abs(eigenvalues))]**2).real)


squares = [squared_pole(onsite, False, False),
           squared_pole(onsite, True, False),
           squared_pole(onsite, True, True)]
expected = [(2 * hopping + intersite)**2,
            2 * hopping * (2 * hopping - onsite + intersite),
            (2 * hopping)**2]
assert max_error(np.array(squares), np.array(expected)) < 1e-9
poles = np.sqrt(squares)
assert abs(poles[2] - exact_excitation) < 1e-9
strong_onsite = 3.5
strong_irr = squared_pole(strong_onsite, True, False)
strong_full = squared_pole(strong_onsite, True, True)
assert strong_irr < 0 and abs(strong_full - (2 * hopping)**2) < 1e-9

y = 1.0
P0_y, gamma_y, P_y, chi_y = dimer_response(y)
difference_vertex = gamma_y @ np.array([1, -1])

print("THERMAL GW DIMER")
print(f"thermal energy: {thermal_energy:.3f} eV")
print(f"number of time slices: {slices}")
print(f"slice duration: {hbar / e * width * 1e15:.5f} fs")
print(f"site energies: {site_h[0, 0]:.3f}, {site_h[1, 1]:.3f} eV")
print(f"hopping amplitude t: {-site_h[0, 1]:.3f} eV")
print(f"on-site, intersite v: {thermal_v[0,0]:.3f}, {thermal_v[0,1]:.3f} eV")
print(f"site occupations: {g[0,0]:.6f}, {g[1,1]:.6f} (dimensionless)")
print(f"static bubble P0_11: {static_11(g * g.T):.6f} 1/eV")
P_no_dW = Lirr_without_dW[np.ix_(local, local)]
print(f"static P_11 without dW/dG: {static_11(P_no_dW):.6f} 1/eV")
print(f"static full P_11: {static_11(P_measured):.6f} 1/eV")
print(f"static chi_11: {static_11(chi_measured):.6f} 1/eV")
print(f"largest Lirr equation error: {error_irr:.2e} (dimensionless)")
print(f"largest total L equation error: {error_total:.2e} (dimensionless)")
print(f"largest L split error: {error_split:.2e} (dimensionless)")
print(f"largest vertex equation error: {error_vertex:.2e} (dimensionless)")
print(f"largest G Gamma G contraction error: {error_contract:.2e} (dimensionless)")
print(f"largest P contraction error: {error_P:.2e} (dimensionless)")
print(f"largest chi equation error: {error_chi:.2e} (dimensionless)")
print(f"Lirr error if dW/dG omitted: {error_without_dW:.2e} (dimensionless)")
print("ONE-ELECTRON DIMER")
print(f"hopping t: {hopping:.3f} eV")
print(f"on-site v0: {onsite:.3f} eV")
print(f"intersite v1: {intersite:.3f} eV")
print(f"mean-field levels: {hf_levels[0]:.6f}, {hf_levels[1]:.6f} eV")
print(f"exact removal level: {exact_removal:.6f} eV")
print(f"exact addition level: {exact_addition:.6f} eV")
print(f"exact one-electron excitation energy: {exact_excitation:.6f} eV")
print(f"imaginary frequency times hbar: {y:.3f} eV")
print(f"bubble P0_11: {P0_y[0,0].real:.6f} 1/eV")
print(f"irreducible P_11: {P_y[0,0].real:.6f} 1/eV")
print(f"full chi_11: {chi_y[0,0].real:.6f} 1/eV")
print(f"exact chi_11: {exact_chi(y)[0,0]:.6f} 1/eV")
print(f"Gamma_11 for potential (1,-1): {difference_vertex[0].real:.6f} (dimensionless)")
print(f"Im Gamma_12 for potential (1,-1): {difference_vertex[1].imag:.6f} (dimensionless)")
for name, pole in zip(("bubble", "irreducible", "full"), poles):
    print(f"{name} pole: {pole:.6f} eV")
print(f"full pole angular frequency: {poles[2]*e/hbar*1e-15:.6f} rad/fs")
print(f"stronger on-site v0: {strong_onsite:.3f} eV")
print(f"stronger-v0 irreducible squared pole: {strong_irr:.6f} eV^2")
print(f"stronger-v0 full squared pole: {strong_full:.6f} eV^2")
print("done: every assertion held")
```

Output:

```
THERMAL GW DIMER
thermal energy: 0.800 eV
number of time slices: 6
slice duration: 0.13713 fs
site energies: -0.500, 0.000 eV
hopping amplitude t: 1.000 eV
on-site, intersite v: 1.500, 0.500 eV
site occupations: 0.480145, 0.389827 (dimensionless)
static bubble P0_11: -0.117963 1/eV
static P_11 without dW/dG: -0.151129 1/eV
static full P_11: -0.159289 1/eV
static chi_11: -0.130721 1/eV
largest Lirr equation error: 1.07e-09 (dimensionless)
largest total L equation error: 1.09e-09 (dimensionless)
largest L split error: 1.08e-09 (dimensionless)
largest vertex equation error: 2.66e-10 (dimensionless)
largest G Gamma G contraction error: 3.61e-10 (dimensionless)
largest P contraction error: 3.03e-10 (dimensionless)
largest chi equation error: 3.26e-10 (dimensionless)
Lirr error if dW/dG omitted: 3.27e-02 (dimensionless)
ONE-ELECTRON DIMER
hopping t: 1.000 eV
on-site v0: 2.500 eV
intersite v1: 1.000 eV
mean-field levels: -1.000000, 2.000000 eV
exact removal level: -1.000000 eV
exact addition level: 2.000000 eV
exact one-electron excitation energy: 2.000000 eV
imaginary frequency times hbar: 1.000 eV
bubble P0_11: -0.150000 1/eV
irreducible P_11: -0.500000 1/eV
full chi_11: -0.200000 1/eV
exact chi_11: -0.200000 1/eV
Gamma_11 for potential (1,-1): 3.500000 (dimensionless)
Im Gamma_12 for potential (1,-1): 0.500000 (dimensionless)
bubble pole: 3.000000 eV
irreducible pole: 1.000000 eV
full pole: 2.000000 eV
full pole angular frequency: 3.038535 rad/fs
stronger on-site v0: 3.500 eV
stronger-v0 irreducible squared pole: -1.000000 eV^2
stronger-v0 full squared pole: 4.000000 eV^2
done: every assertion held
```
